# Depinning Field of a Domain Wall by Newton Continuation: a program that tests the result

```python
"""
Depinning of a domain wall on a discrete quartic chain.

Energy in units of 4W (W = double-well barrier per cell):
  H = sum[(u^2-1)^2/4 - h*u] + (c/2)*sum (u_next-u)^2
u = polarization / spontaneous polarization, h = reduced field,
c = reduced coupling.  The pinned wall ends at h_d, where the smallest
Hessian eigenvalue lam vanishes.  Result under test:
  lam -> sqrt(2*Phi*|T|*(h_d-h)),  Phi = sum(phi),  T = 6*sum(u*phi^3),
with phi the normalized null vector at h_d.
"""
import numpy as np
from scipy.optimize import minimize_scalar
from scipy.constants import e as q_e, k as k_B, epsilon_0, pi


def laplacian(n):
    """Positive graph Laplacian of a chain with free ends."""
    lap = 2*np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    lap[0, 0] = lap[-1, -1] = 1.0
    return lap


def energy(u, h, c, lap):
    return np.sum((u*u - 1)**2)/4 + 0.5*c*(u @ (lap @ u)) - h*np.sum(u)


def gradient(u, h, c, lap):
    return u*u*u - u + c*(lap @ u) - h


def hessian(u, c, lap):
    return np.diag(3*u*u - 1) + c*lap


def newton(u, h, c, lap, tol=1e-14, max_iter=60):
    """Stationary state near u, or None if the iteration fails."""
    u = u.copy()
    for _ in range(max_iter):
        g = gradient(u, h, c, lap)
        if np.max(np.abs(g)) < tol:
            return u
        u = u - np.linalg.solve(hessian(u, c, lap), g)
        if not np.all(np.isfinite(u)) or np.max(np.abs(u)) > 5:
            return None
    return None


def soft_mode(u, c, lap):
    values, vectors = np.linalg.eigh(hessian(u, c, lap))
    phi = vectors[:, 0]
    return values[0], phi if phi.sum() > 0 else -phi


def branch_rates(u, phi, c, lap):
    """du/dh and d(lam)/dh along the branch of stationary states."""
    du = np.linalg.solve(hessian(u, c, lap), np.ones(len(u)))
    return du, 6*np.sum(u*phi**2*du)


def bond_wall(c, n):
    start = np.where(np.arange(n) < n//2, 1.0, -1.0)
    u = newton(start, 0.0, c, laplacian(n))
    assert u is not None
    return u


def locate_depinning(c, n=40, cap=0.02):
    """Newton continuation in the field up to the end of the branch."""
    lap = laplacian(n)
    h, u = 0.0, bond_wall(c, n)
    lam, phi = soft_mode(u, c, lap)
    assert lam > 0
    path = []
    for _ in range(500):
        du, slope = branch_rates(u, phi, c, lap)
        predicted = h - lam/(2*slope) if slope < 0 else np.inf
        path.append((h, u, lam, predicted))
        if lam < 1e-5:
            return predicted, u, phi, path
        dh = min(cap, 0.9*(predicted - h))
        while True:
            assert dh > 1e-15, "continuation stalled"
            trial = newton(u + dh*du, h + dh, c, lap)
            if trial is not None and np.max(np.abs(trial - u)) < 0.5:
                new_lam, new_phi = soft_mode(trial, c, lap)
                if new_lam > 0:
                    break
            dh *= 0.5
        h, u, lam, phi = h + dh, trial, new_lam, new_phi
    raise AssertionError("end of branch not reached")


def fixed_edge_state(q, u, h, c, lap, edge):
    """Stationary state with u[edge]=q; the field is an unknown."""
    n = len(u)
    u = u.copy()
    for _ in range(60):
        res = np.append(gradient(u, h, c, lap), u[edge] - q)
        if np.max(np.abs(res)) < 1e-14:
            return u, h
        jac = np.zeros((n + 1, n + 1))
        jac[:n, :n] = hessian(u, c, lap)
        jac[:n, n] = -1.0
        jac[n, edge] = 1.0
        step = np.linalg.solve(jac, res)
        u, h = u - step[:n], h - step[n]
    raise AssertionError("bordered Newton failed")


def flow_step(u, h, c, lap, dt=0.1):
    """One fourth-order Runge-Kutta step of du/dt = -gradient."""
    k1 = -gradient(u, h, c, lap)
    k2 = -gradient(u + dt*k1/2, h, c, lap)
    k3 = -gradient(u + dt*k2/2, h, c, lap)
    k4 = -gradient(u + dt*k3, h, c, lap)
    return u + dt*(k1 + 2*k2 + 2*k3 + k4)/6


def time_per_cell(u, h, c, lap, edge, dt=0.1):
    """Time between the reversals of two successive sites."""
    first = None
    for i in range(100000):
        u = flow_step(u, h, c, lap, dt)
        if first is None and u[edge + 1] > 0:
            first = i*dt
        if u[edge + 2] > 0:
            return i*dt - first
    raise AssertionError("wall did not move")


# ---- model parameters (round; rough perovskite regime) ----
P_s, cell, W_meV, c, temp = 0.75, 0.4e-9, 50.0, 0.25, 300.0
eps_r, mode_meV, breakdown = 100.0, 15.0, 2.0
unit_meV = 4*W_meV
field_unit = unit_meV*1e-3*q_e/(P_s*cell**3)/1e8     # MV/cm
h_spinodal = 2/(3*np.sqrt(3))
n = 40
edge = n//2
lap = laplacian(n)

# ---- continuation and its checks ----
h_d, u_d, phi_d, path = locate_depinning(c, n)
u_0, lam_0 = path[0][1], path[0][2]
Phi, T = phi_d.sum(), 6*np.sum(u_d*phi_d**3)
assert Phi > 0 and T < 0
amplitude = np.sqrt(-2*Phi*T)
h_long = locate_depinning(c, 60)[0]
assert abs(h_long - h_d) < 1e-10

rng = np.random.default_rng(1)
probe, direction = rng.normal(size=n), rng.normal(size=n)
numeric = (energy(probe + 1e-5*direction, 0.1, c, lap)
           - energy(probe - 1e-5*direction, 0.1, c, lap))/2e-5
exact = gradient(probe, 0.1, c, lap) @ direction
assert abs(numeric - exact) < 1e-6*(1 + abs(exact))


def pinned_state(h):
    below = [p for p in path if p[0] <= h][-1]
    u = newton(below[1], h, c, lap)
    assert u is not None and np.max(np.abs(u - below[1])) < 0.5
    lam, phi = soft_mode(u, c, lap)
    assert lam > 0
    return u, lam, phi


u_half, _, phi_half = pinned_state(0.5*h_d)
slope_formula = branch_rates(u_half, phi_half, c, lap)[1]
slope_numeric = (pinned_state(0.5*h_d + 1e-5)[1]
                 - pinned_state(0.5*h_d - 1e-5)[1])/2e-5
assert abs(slope_formula - slope_numeric) < 1e-5*abs(slope_formula)

# ---- second road: maximum of the field at prescribed edge value ----
edge_values = np.linspace(u_0[edge], 0.0, 41)
states, uu, hh = [], u_0, 0.0
for q in edge_values:
    uu, hh = fixed_edge_state(q, uu, hh, c, lap, edge)
    states.append((uu, hh))
top = int(np.argmax([s[1] for s in states]))
assert 0 < top < 40
best = minimize_scalar(
    lambda q: -fixed_edge_state(q, *states[top], c, lap, edge)[1],
    bounds=(edge_values[top - 1], edge_values[top + 1]),
    method="bounded", options={"xatol": 1e-9})
h_max = -best.fun
assert abs(h_max - h_d) < 1e-10
u_site, h_site = states[-1]
assert abs(h_site) < 1e-10
lam_site = soft_mode(u_site, c, lap)[0]
assert lam_site < 0
wall_energy = energy(u_0, 0, c, lap)
column_barrier = energy(u_site, 0, c, lap) - wall_energy
assert column_barrier > 0

# ---- square-root approach ----
distances = [1e-2, 1e-3, 1e-4, 1e-5, 1e-6]
lams = np.array([pinned_state(h_d*(1 - d))[1] for d in distances])
ratios = lams/np.sqrt(h_d*np.array(distances))
exponents = np.log10(lams[:-1]/lams[1:])
errors = np.abs(ratios/amplitude - 1)
assert abs(exponents[-1] - 0.5) < 5e-3
assert errors[-1] < 5e-3 and errors[-1] < errors[0]/10

# ---- barrier close to the end of the branch ----
mu = 1e-4*h_d
s0 = np.sqrt(2*mu*Phi/abs(T))
saddle = newton(u_d + s0*phi_d, h_d - mu, c, lap)
assert saddle is not None and soft_mode(saddle, c, lap)[0] < 0
barrier_direct = (energy(saddle, h_d - mu, c, lap)
                  - energy(pinned_state(h_d - mu)[0], h_d - mu, c, lap))
barrier_formula = 2/3*abs(T)*s0**3
assert abs(barrier_direct/barrier_formula - 1) < 0.01

# ---- weak-coupling limit ----
weak = []
for cw in (1e-3, 2.5e-4):
    hw = locate_depinning(cw)[0]
    series = h_spinodal - np.sqrt(3)*cw + cw**1.5
    assert abs(hw - series) < 2*cw**2
    weak.append((cw, hw, series))

# ---- the end of the branch really is depinning ----
u = u_0.copy()
for _ in range(5000):
    u = flow_step(u, 0.99*h_d, c, lap)
assert u[edge] < 0
assert np.max(np.abs(u - pinned_state(0.99*h_d)[0])) < 1e-8
excess = 0.004*h_d
period_1 = time_per_cell(u_d, h_d + excess, c, lap, edge)
period_2 = time_per_cell(u_d, h_d + excess/4, c, lap, edge)
period_law = 2*pi/(amplitude*np.sqrt(excess))
assert abs((period_2 - period_1)/period_law - 1) < 0.03

# ---- step on a two-dimensional wall: relaxed lattice energy ----
m = 16
profile = bond_wall(c, m)
shifted = np.concatenate([profile[:1], profile[:-1]])
sheet = np.array([profile if y < m//2 else shifted for y in range(m)])
lap_2d = np.kron(laplacian(m), np.eye(m)) + np.kron(np.eye(m), laplacian(m))
v = sheet.ravel()
flat = m*energy(profile, 0, c, laplacian(m))
sharp_step = energy(v, 0, c, lap_2d) - flat
for _ in range(300):
    v = v - 0.1*gradient(v, 0, c, lap_2d)
v = newton(v, 0, c, lap_2d, tol=1e-13)
assert v is not None and soft_mode(v, c, lap_2d)[0] > 0
step_energy = energy(v, 0, c, lap_2d) - flat
assert 0 < step_energy < sharp_step

# ---- sizes of neglected effects ----
kT_meV = k_B*temp/q_e*1e3
log_attempts = np.log(1e12*1.0)         # 1e12 attempts/s during 1 s
h_thermal = pi*step_energy**2/(2*log_attempts*kT_meV/unit_meV)
radius = step_energy/(2*h_thermal)
assert h_thermal < h_d
line_charge = 2*P_s*cell
charge_meV = line_charge**2/(4*pi*epsilon_0*eps_r)*cell/q_e*1e3
T_cross = mode_meV*1e-3*q_e*np.sqrt(-lam_site/2)/(2*pi*k_B)

# ---- output ----
print(f"P_s = {P_s*100:.0f} uC/cm2, cell = {cell*1e9:.1f} nm, T = {temp:.0f} K")
print(f"W = {W_meV:.0f} meV, energy unit 4W = {unit_meV:.0f} meV, c = {c}")
print(f"field unit 4W/(P_s v) = {field_unit:.4f} MV/cm")
print(f"continuum wall half-width sqrt(2c) = {np.sqrt(2*c):.4f} cells")
print(f"h=0: edge u = {u_0[edge]:.5f}, lam = {lam_0:.5f} (reduced)")
print(f"wall energy = {wall_energy*unit_meV:.2f} meV per column")
print(f"continuation: sites {n}, accepted states {len(path)}")
print("last states: h, lam, predicted end (reduced)")
for p in path[-6:]:
    print(f"  {p[0]:.12f}  {p[2]:.4e}  {p[3]:.12f}")
print(f"h_d by continuation = {h_d:.10f} (reduced)")
print(f"h_d by maximum of h(q) = {h_max:.10f}, q = {best.x:.5f}")
print(f"h_d difference, 60 sites minus 40 = {h_long-h_d:.1e}")
print(f"depinning field = {h_d*field_unit:.4f} MV/cm")
print(f"Phi = {Phi:.5f}, T = {T:.5f}, sqrt(2 Phi|T|) = {amplitude:.5f}")
print("1-h/h_d, lam, lam/sqrt(h_d-h), exponent from previous row")
for i, d in enumerate(distances):
    tail = f"{exponents[i-1]:.5f}" if i else "-"
    print(f"  {d:.0e}  {lams[i]:.5e}  {ratios[i]:.5f}  {tail}")
print(f"barrier at 1-h/h_d=1e-4: direct {barrier_direct:.5e} (reduced)")
print(f"  cubic formula {barrier_formula:.5e} (reduced)")
print("weak coupling: c, h_d, series through c^(3/2)")
for row in weak:
    print(f"  {row[0]:.2e}  {row[1]:.8f}  {row[2]:.8f}")
print(f"time per cell at h/h_d-1=0.004: {period_1:.1f} (reduced)")
print(f"time per cell at h/h_d-1=0.001: {period_2:.1f} (reduced)")
print(f"difference {period_2-period_1:.1f}, bottleneck law {period_law:.1f}")
print("other couplings: c, h_d, depinning field in MV/cm")
for other in (0.1, 0.5):
    ho = locate_depinning(other)[0]
    print(f"  {other:.2f}  {ho:.6f}  {ho*field_unit:.4f}")
print(f"spinodal: h = {h_spinodal:.5f}, {h_spinodal*field_unit:.4f} MV/cm")
print(f"column barrier at h=0 = {column_barrier*unit_meV:.2f} meV")
print(f"sinusoidal estimate of h_d, pi*B/2 = {pi*column_barrier/2:.5f}")
print(f"kT = {kT_meV:.2f} meV; ln(attempts in 1 s) = {log_attempts:.2f}")
print(f"step energy: sharp {sharp_step*unit_meV:.2f} meV per cell")
print(f"step energy: relaxed {step_energy*unit_meV:.2f} meV per cell")
print(f"thermal nucleation field ~ {h_thermal*field_unit:.3f} MV/cm")
print(f"  nucleus radius ~ {radius:.1f} cells")
print(f"charged step ~ {charge_meV:.0f} meV per cell per unit log")
print(f"  with rough relative permittivity {eps_r:.0f}")
print(f"tunnelling crossover ~ {T_cross:.1f} K (mode {mode_meV:.0f} meV)")
print(f"depinning/breakdown ~ {h_d*field_unit/breakdown:.2f}"
      f" (rough breakdown {breakdown:.0f} MV/cm)")
print("ALL CHECKS PASSED")
```

Output:

```
P_s = 75 uC/cm2, cell = 0.4 nm, T = 300 K
W = 50 meV, energy unit 4W = 200 meV, c = 0.25
field unit 4W/(P_s v) = 6.6757 MV/cm
continuum wall half-width sqrt(2c) = 0.7071 cells
h=0: edge u = -0.75639, lam = 0.92133 (reduced)
wall energy = 78.18 meV per column
continuation: sites 40, accepted states 16
last states: h, lam, predicted end (reduced)
  0.126246784181  2.6512e-03  0.126247887054
  0.126247776766  8.4075e-04  0.126247887851
  0.126247876742  2.6611e-04  0.126247887876
  0.126247886763  8.4175e-05  0.126247887877
  0.126247887766  2.6621e-05  0.126247887877
  0.126247887866  8.4190e-06  0.126247887877
h_d by continuation = 0.1262478879 (reduced)
h_d by maximum of h(q) = 0.1262478879, q = -0.43565
h_d difference, 60 sites minus 40 = 0.0e+00
depinning field = 0.8428 MV/cm
Phi = 1.28635, T = -2.47163, sqrt(2 Phi|T|) = 2.52166
1-h/h_d, lam, lam/sqrt(h_d-h), exponent from previous row
  1e-02  9.17887e-02  2.58331  -
  1e-03  2.85577e-02  2.54162  0.50707
  1e-04  8.98238e-03  2.52801  0.50233
  1e-05  2.83560e-03  2.52367  0.50075
  1e-06  8.96204e-04  2.52229  0.50024
barrier at 1-h/h_d=1e-4: direct 7.84947e-08 (reduced)
  cubic formula 7.84944e-08 (reduced)
weak coupling: c, h_d, series through c^(3/2)
  1.00e-03  0.38320062  0.38319975
  2.50e-04  0.38447117  0.38447112
time per cell at h/h_d-1=0.004: 109.7 (reduced)
time per cell at h/h_d-1=0.001: 220.6 (reduced)
difference 110.9, bottleneck law 110.9
other couplings: c, h_d, depinning field in MV/cm
  0.10  0.251708  1.6803
  0.50  0.035124  0.2345
spinodal: h = 0.38490, 2.5695 MV/cm
column barrier at h=0 = 16.27 meV
sinusoidal estimate of h_d, pi*B/2 = 0.12779
kT = 25.85 meV; ln(attempts in 1 s) = 27.63
step energy: sharp 59.62 meV per cell
step energy: relaxed 38.61 meV per cell
thermal nucleation field ~ 0.109 MV/cm
  nucleus radius ~ 5.9 cells
charged step ~ 81 meV per cell per unit log
  with rough relative permittivity 100
tunnelling crossover ~ 14.6 K (mode 15 meV)
depinning/breakdown ~ 0.42 (rough breakdown 2 MV/cm)
ALL CHECKS PASSED
```
